# Onsager Reciprocity and the Sign of the Inverse Spin Hall Effect

In a solid with time-reversal symmetry, let an electric field $E_j$ drive a spin current $j_i^k=S^k_{ij}E_j$, flowing along $i$ and polarized along $k$, and let the spin force $F_i^k$ that drives spin currents also drive a charge current $j_j=I^k_{ji}F_i^k$. Then

$$I^k_{ji}=-S^k_{ij}.\tag{1}$$

For two charge-like quantities the sign would be plus. It is minus because the spin force couples to a quantity that is odd under time reversal, while the electric field couples to one that is even. In an isotropic solid $S^k_{ij}=\sigma_{SH}\,\epsilon_{ijk}$, and (1) becomes

$$j_i^k=\sigma_{SH}\,\epsilon_{ijk}E_j,\qquad j_j=\sigma_{SH}\,\epsilon_{jik}F_i^k ,\tag{2}$$

with summation over repeated indices. One coefficient thus describes both effects: the minus sign of (1) is absorbed by exchanging the first two indices of $\epsilon$.

The forces are defined by what they couple to. For carriers of charge $q$ with positions $\mathbf r$ and Pauli matrices $\sigma_k$, define the charge dipole and the spin dipole,

$$D_j=q\sum r_j,\qquad P_i^k=q\sum r_i\sigma_k,\qquad H'=-E_jD_j-F_i^kP_i^k ,\tag{3}$$

where the sums run over the carriers. The currents are the rates of change of the mean dipoles per volume $V$. The spin current is then in charge units: for conserved $\sigma_z$ it is the up current minus the down current. Since the spin is $\hbar\sigma/2$, the current of angular momentum is $\hbar/(2q)$ times $j_i^k$. By (3) an up carrier feels the field $\mathbf E+\mathbf F$ and a down carrier $\mathbf E-\mathbf F$. In diffusive transport these fields are $-\nabla\mu_\uparrow$ and $-\nabla\mu_\downarrow$, with electrochemical potentials in volts, so that $\mathbf F=-\nabla\mu_s$ with $\mu_s=(\mu_\uparrow-\mu_\downarrow)/2$. If the full difference $\mu_\uparrow-\mu_\downarrow$ is used instead, the force is doubled and every coefficient that multiplies it is halved, while the direct coefficient $S^k_{ij}$ is unchanged. Relation (1) then holds only if the spin current is also redefined as half of $j_i^k$, the current that belongs to the doubled force.

The proof starts from the response of one observable $A$ to a force $f$ coupled to another, $H'=-f(t)B$. To first order the density matrix $\rho+\rho_1$ obeys $i\hbar\dot\rho_1=[H,\rho_1]+[H',\rho]$. Integrating this from the remote past, where $\rho_1=0$, gives

$$\delta\langle A\rangle(t)=\frac{i}{\hbar}\int_{-\infty}^{t}dt'\,f(t')\,\mathrm{Tr}\big(A\,[B(t'-t),\rho]\big).$$

Cyclic invariance turns the trace into $\mathrm{Tr}(\rho[A,B(t'-t)])$, and stationarity of equilibrium turns this into $\langle[A(t-t'),B]\rangle$. The response function is therefore

$$\chi_{AB}(t)=\frac{i}{\hbar}\,\theta(t)\,\langle[A(t),B]\rangle .\tag{4}$$

Time reversal is an antiunitary operator $\Theta$. It leaves positions unchanged and reverses spins, so $\Theta A\Theta^{-1}=\varepsilon_AA$ with $\varepsilon_D=+1$ and $\varepsilon_P=-1$. Let $\mathbf B$ stand for a magnetic field or a magnetization, with $\Theta H(\mathbf B)\Theta^{-1}=H(-\mathbf B)$. The equilibrium density matrix follows the Hamiltonian, $\Theta\rho_{\mathbf B}\Theta^{-1}=\rho_{-\mathbf B}$. Because $\Theta$ conjugates the $i$ in $e^{iHt/\hbar}$, it also reverses the time argument:

$$\Theta A_{\mathbf B}(t)\Theta^{-1}=\varepsilon_A\,A_{-\mathbf B}(-t).$$

For an antiunitary operator $\mathrm{Tr}(\Theta X\Theta^{-1})=(\mathrm{Tr}X)^*$. With $X=\rho_{\mathbf B}A(t)B$ this reads

$$\langle A(t)B\rangle_{\mathbf B}^*=\varepsilon_A\varepsilon_B\,\langle A(-t)B\rangle_{-\mathbf B}.$$

Take the complex conjugate. For Hermitian $A$ and $B$ it reverses the order of the product on the right, giving $\langle BA(-t)\rangle_{-\mathbf B}$, and a shift of both times by $t$ yields

$$\langle A(t)B\rangle_{\mathbf B}=\varepsilon_A\varepsilon_B\langle B(t)A\rangle_{-\mathbf B},\qquad
\langle BA(t)\rangle_{\mathbf B}=\varepsilon_A\varepsilon_B\langle AB(t)\rangle_{-\mathbf B}.\tag{5}$$

The second identity follows in the same way from $X=\rho_{\mathbf B}BA(t)$. Their difference, put into (4), is

$$\chi_{AB}(t;\mathbf B)=\varepsilon_A\varepsilon_B\,\chi_{BA}(t;-\mathbf B).\tag{6}$$

For time dependence $e^{-i\omega t}$ the current density belonging to $A$ is $-i\omega\,\delta\langle A\rangle/V$, so the conductivity is

$$\sigma_{AB}(\omega)=-\frac{i\omega}{V}\,\chi_{AB}(\omega).\tag{7}$$

The prefactor is the same for both orders of the indices. With $A=P_i^k$ and $B=D_j$ the product of parities is $-1$, and (6) gives

$$S^k_{ij}(\omega;\mathbf B)=-I^k_{ji}(\omega;-\mathbf B).\tag{8}$$

At $\mathbf B=0$ and $\omega\to0$ this is (1). The volume must be taken to infinity before the frequency goes to zero, because a finite isolated sample carries no steady current, and I assume that the bulk limit exists. If the spin relaxes in a time $\tau_s$ much longer than the momentum relaxation time $\tau$, this order of limits does not leave a finite value. In diffusive transport the spin dipole then obeys $\dot P=V\sigma_{SH}E-P/\tau_s$, so its rate is $\sigma_{SH}E\,(-i\omega)/(-i\omega+1/\tau_s)$ per volume, and by (8) the inverse response carries the same factor. Relation (8) holds at every frequency, but both sides vanish as $\omega\to0$. The finite coefficient $\sigma_{SH}$ belongs to the window $1/\tau_s\ll\omega\ll1/\tau$, where the spin is effectively conserved.

One can also count with the currents. A time derivative changes the parity, so the charge current is odd and the spin current, a product of the odd velocity and the odd spin, is even. The product of the two parities is again $-1$. What must not be done is to mix the two countings, taking one parity from a dipole and the other from a current.

Relation (8) does not need spin conservation, but it does need the right spin current. Since $x$ and $\sigma_z$ commute, $x\sigma_z=\sigma_zx$, and averaging the derivatives of the two orderings gives

$$\frac{d}{dt}(x\sigma_z)=\tfrac12\{v_x,\sigma_z\}+\tfrac12\{x,\dot\sigma_z\}.\tag{9}$$

The first term is the conventional spin current. The second, a dipole of the spin torque, vanishes if $\sigma_z$ is conserved. The derivation concerns the left side, the rate of the quantity to which $F$ couples. With spin-orbit torque the first term alone has no reason to satisfy (8) with the same $F$.

A small cluster puts this to a test without using (6). Independent fermions move on a $3\times3$ lattice with random site energies and hopping matrices $-(1+i\mathbf u\cdot\boldsymbol\sigma)$, where $\mathbf u$ is a random real vector on each bond. This Hamiltonian is time-reversal invariant but conserves no spin component. Positions are measured from the central site. Units are $\hbar=q=1$ with unit lattice spacing and spin-independent hopping; the temperature is 0.3 and the chemical potential 0.2. An impulse of $E_y$ or of $F_x^z$ is applied to the equilibrium state, and the other current is followed in time. At $t=2$ the spin current after the electric impulse is $+0.669$ and the charge current after the spin impulse is $-0.669$. For two charge dipoles, $x$ and $y$, both responses are $+0.049$. Over the whole signal the largest sum of direct and inverse responses is about $10^{-10}$ of the largest direct response. If the conventional spin current replaces the full rate, the corresponding ratio, now relative to the largest inverse response, is 0.72: in this cluster the torque dipole is not a small correction. The value of this ratio depends on the origin of $x$, because the total spin is not conserved; relation (8) holds for any origin. In a field of 0.4, which adds orbital phases and a Zeeman term, the ratio relative to the direct response is 1.07 if the field is left unchanged between the two measurements and again about $10^{-10}$ if it is reversed.

Reciprocity connects the two tensors; spatial symmetry decides how many numbers each contains. A rotation by $\pi$ about $z$ reverses $x$ and $y$, so a component of $S^k_{ij}$ survives if its indices contain $x$ and $y$ an even number of times in total. As there are three indices, $z$ then appears an odd number of times. The same argument for the other axes makes all three counts odd, hence each equal to one. Six components remain. Threefold rotations about the cube diagonal permute the axes cyclically and group the six into two sets of three equal components, represented by $S^z_{xy}$ and $S^z_{yx}$. A fourfold rotation about $z$, taking $x\to y$ and $y\to-x$, adds $S^z_{yx}=-S^z_{xy}$. What is left is $\sigma_{SH}\epsilon_{ijk}$. Inversion imposes nothing further, since it reverses the two spatial indices and leaves the spin index alone. For the same reason a fourfold rotoinversion acts on the tensor like a fourfold rotation. Form (2) therefore holds for the cubic classes $O$, $T_d$ and $O_h$ as well as for isotropic solids. In the classes $T$ and $T_h$, which have neither operation, two independent numbers are allowed. Relation (1) still fixes the inverse tensor there, but a single spin Hall coefficient may not suffice.

For the skew-scattering mechanism the origin of the sign is visible in the Boltzmann equation. The equation below omits the anomalous velocity of the bands and the side jump, which give a spin Hall current even for symmetric scattering; those contributions are covered by (8), not by this model. Take independent carriers with conserved $\sigma_z$ and elastic impurity scattering at rates $W_s(\mathbf k\to\mathbf k')$, with $s=\uparrow,\downarrow$. Write the distribution as $f_0+(-\partial f_0/\partial\varepsilon)\,g$. In a field $\boldsymbol{\mathcal E}$ the drift term is $q\boldsymbol{\mathcal E}\cdot\mathbf v\,\partial f_0/\partial\varepsilon$. Elastic scattering keeps the energy, so the factor $-\partial f_0/\partial\varepsilon$ cancels, leaving

$$q\,\boldsymbol{\mathcal E}\cdot\mathbf v_{\mathbf k}=\sum_{\mathbf k'}\big[W_s(\mathbf k\to\mathbf k')g_{\mathbf k}-W_s(\mathbf k'\to\mathbf k)g_{\mathbf k'}\big]\equiv(C_sg)_{\mathbf k}.\tag{10}$$

With $N_s$ the density of states of one spin and $\langle\cdot\rangle$ the Fermi-surface average, the conductivity is $\sigma_{s,ij}=q^2N_s\langle v_iC_s^{-1}v_j\rangle$, where the inverse acts on distributions without net charge. Time reversal exchanges initial and final states and reverses momentum and spin:

$$W_\downarrow(\mathbf k\to\mathbf k')=W_\uparrow(-\mathbf k'\to-\mathbf k).$$

The total rates out of and into each state are equal, because otherwise a uniform occupation of the energy shell would not be stationary. The diagonal parts of $C_s$ therefore match as well, and $(C_\downarrow)_{\mathbf k\mathbf k'}=(C_\uparrow)_{-\mathbf k',-\mathbf k}$. The velocities obey $\mathbf v_\downarrow(\mathbf k)=-\mathbf v_\uparrow(-\mathbf k)$; two of them enter the conductivity, their signs cancel, and the transposition remains:

$$\sigma_{\downarrow,ij}=\sigma_{\uparrow,ji}.\tag{11}$$

The currents of the two spins are $\sigma_\uparrow(\mathbf E+\mathbf F)$ and $\sigma_\downarrow(\mathbf E-\mathbf F)$. Their difference at $\mathbf F=0$ and their sum at $\mathbf E=0$ give

$$S^z_{ij}=\sigma_{\uparrow,ij}-\sigma_{\uparrow,ji},\qquad I^z_{ji}=\sigma_{\uparrow,ji}-\sigma_{\uparrow,ij}=-S^z_{ij}.\tag{12}$$

In this case $S^z_{ij}$ is antisymmetric whatever the crystal symmetry. A numerical solution with random anisotropic rates gives $-0.0480$ for the direct and $+0.0480$ for the inverse coefficient, in units of the charge conductivity for isotropic scattering.

An explicit value follows for a circular Fermi line with rates proportional to $(1+a\cos\varphi\pm b\sin\varphi)/\tau_0$, where $\varphi$ is the angle turned in the collision, the upper sign is for up carriers, and $1/\tau_0$ is the total rate. Insert $g=g_x\cos\phi+g_y\sin\phi$ into (10). The needed averages over the incoming angle $\phi'$ are

$$\langle\cos(\phi-\phi')\cos\phi'\rangle=\tfrac12\cos\phi,\qquad \langle\cos(\phi-\phi')\sin\phi'\rangle=\tfrac12\sin\phi,$$

$$\langle\sin(\phi-\phi')\cos\phi'\rangle=\tfrac12\sin\phi,\qquad \langle\sin(\phi-\phi')\sin\phi'\rangle=-\tfrac12\cos\phi .$$

With $\alpha=1-a/2$ and $\beta=b/2$, comparing the coefficients of $\cos\phi$ and $\sin\phi$ gives

$$\alpha g_x\pm\beta g_y=qv\tau_0\mathcal E_x,\qquad \mp\beta g_x+\alpha g_y=qv\tau_0\mathcal E_y .$$

For a field along $y$ the solution is $g_y=qv\tau_0\mathcal E_y\,\alpha/(\alpha^2+\beta^2)$ and $g_x=\mp qv\tau_0\mathcal E_y\,\beta/(\alpha^2+\beta^2)$. The longitudinal currents of the two spins add in the charge current, and the transverse ones add in the spin current, so

$$\theta\equiv\frac{\sigma_{SH}}{\sigma}=-\frac{\beta}{\alpha}=-\frac{b/2}{1-a/2}.\tag{13}$$

For $a=0.4$ and $b=-0.16$ one has $\alpha=0.8$, $\beta=-0.08$ and $\alpha^2+\beta^2=0.6464$. In the same units the charge conductivity is $0.8/0.6464=1.2376$, the direct coefficient $0.08/0.6464=0.1238$, and $\theta=0.1$. The numerical inverse coefficient is $-0.1238$.

For transport with field along $y$, spin flow along $x$ and polarization along $z$, relations (2) and the ordinary conductivity combine to

$$j_y=\sigma E_y-\sigma_{SH}F_x,\qquad j_x^z=\sigma F_x+\sigma_{SH}E_y .\tag{14}$$

The same $\sigma$ appears twice because up and down carriers are taken as independent channels of equal longitudinal conductivity. The rate of work by the two forces is

$$E_yj_y+F_xj_x^z=\sigma E_y^2+\sigma F_x^2 .\tag{15}$$

The cross terms cancel: the spin Hall coupling itself dissipates nothing.

The sign in (14) has a measurable consequence in a film that occupies $-d/2<x<d/2$ and whose faces block the spin current. I use drift-diffusion theory, which requires lengths large compared with the mean free path and spin relaxation slow compared with momentum scattering. Here $j_x^z$ is the up current minus the down current of (12) and (14), applied locally. It is not the full rate of the spin dipole, which is zero in the steady film because the torque dipole of spin relaxation cancels the integrated $j_x^z$. With a uniform field $E$ along $y$, spin relaxation enters the steady balance as $\partial_xj_x^z=-\sigma\mu_s/\lambda^2$, which defines the spin diffusion length $\lambda$. Since $F_x=-\mu_s'$ and $\sigma_{SH}E$ is uniform, $\mu_s''=\mu_s/\lambda^2$. At the faces $j_x^z=0$ requires $\mu_s'=\theta E$, so

$$\mu_s=\theta E\lambda\,\frac{\sinh(x/\lambda)}{\cosh(d/2\lambda)},\qquad F_x=-\theta E\,\frac{\cosh(x/\lambda)}{\cosh(d/2\lambda)} .\tag{16}$$

The mean force is minus the difference of $\mu_s$ between the faces, divided by $d$. Inserted into the first of equations (14), it gives the mean conductivity

$$\frac{\sigma_{\rm film}}{\sigma}=1+\theta^2\,\frac{2\lambda}{d}\tanh\frac{d}{2\lambda}.\tag{17}$$

One factor $\theta$ comes from the direct effect, which builds up the spin potential, and one from the inverse effect, which turns its gradient into a charge current. The reference $\sigma$ is the conductivity at $F=0$, where the spin current flows freely. Blocking it raises the conductivity. With the opposite reciprocity sign the correction would be negative, whatever the sign of $\theta$. For $d\ll\lambda$ the factor tends to $1+\theta^2$, as follows directly from setting $j_x^z=0$ everywhere. For $d\gg\lambda$ the correction falls as $2\theta^2\lambda/d$, since spin accumulates within about $\lambda$ of each face.

Take the model values $\theta=0.1$, $\sigma=4\times10^6$ S/m, $E=10^5$ V/m, $d=4$ nm and $\lambda=2$ nm. In a metal of this conductivity the mean free path is itself of the order of nanometres, comparable with $d$ and $\lambda$, so neither condition of drift-diffusion theory is well met; the numbers illustrate the equations and do not predict the conductivity of a real film. The charge current density is $\sigma E=4\times10^{11}$ A/m$^2$, and the spin current in the bulk is a tenth of this, $4\times10^{10}$ A/m$^2$. For electrons, $q=-e$, multiplication by $\hbar/(2q)$ gives an angular-momentum current of $-1.32\times10^{-5}$ J/m$^2$. A spin force of $10^5$ V/m acting alone would drive the charge current $-4\times10^{10}$ A/m$^2$ along $y$. In the film $d/2\lambda=1$ and $\tanh1=0.7616$. The spin potential at the face $x=+d/2$ is $0.1\times10^5\times2\times10^{-9}\times0.7616$ V, or 15.2 µV, and the mean spin force is $-7.62\times10^3$ V/m. The conductivity changes by $0.01\times0.7616$, an increase of 0.76 percent. A finite-volume solution of the diffusion problem gives the same value; the opposite reciprocity sign would give a decrease of 0.76 percent.

The extra power can be followed to where it is dissipated. Integrating by parts with $j_x^z=0$ at the faces gives

$$\int F_xj_x^z\,dx=\int\mu_s\,\partial_xj_x^z\,dx=-\frac{\sigma}{\lambda^2}\int\mu_s^2\,dx .$$

Integrating (15) over the film and moving this term to the right yields

$$E\int j_y\,dx=\int\Big(\sigma E^2+\sigma F_x^2+\frac{\sigma\mu_s^2}{\lambda^2}\Big)dx .\tag{18}$$

The electric source thus supplies the heat of the spin force and of spin relaxation. In the example the excess power density is $3.05\times10^{14}$ W/m$^3$, made up of $2.36\times10^{14}$ and $0.68\times10^{14}$ W/m$^3$, with rounding in the last digit. This balance does not by itself select the sign in (1): with the other sign, (15) would acquire a cross term $2\sigma_{SH}E_yF_x$ and energy would still be accounted for. The sign comes from microscopic reversibility.

The same parity appears in equilibrium noise. Let $J_s$ and $J_c$ be the rates of change of the spin and charge dipoles, with parities $+1$ and $-1$, and let $C(t)=\tfrac12\langle J_s(t)J_c+J_cJ_s(t)\rangle$. At $\mathbf B=0$ the sum of the identities (5), followed by a shift of time, gives

$$C(t)=-\tfrac12\langle J_c(t)J_s+J_sJ_c(t)\rangle=-C(-t).\tag{19}$$

The correlation vanishes at equal times, and its integral over all times, the zero-frequency cross noise, vanishes if it converges. In the cluster $C(1)=-0.124$ and $C(-1)=+0.124$, so the two currents are correlated at unequal times, with a sign that depends on which of them is taken at the later time.

The link to the coefficients is simplest in the classical limit. A constant force $f$ on $B$ changes the equilibrium weight by the factor $1+f\,\delta B/k_BT$, where $\delta B$ is the deviation of $B$ from its mean. If $f$ is removed at $t=0$, the remaining response is $f\langle A(t)\delta B\rangle/k_BT=f\int_t^\infty\chi_{AB}(t')\,dt'$. Differentiation gives $\chi_{AB}=-(k_BT)^{-1}\,d\langle A(t)\delta B\rangle/dt$. The current response is $d\chi_{AB}/dt$ plus a term from the step of $\chi_{AB}$ at $t=0$, which by (4) is $(i/\hbar)\langle[A,B]\rangle$, or the Poisson bracket classically. This term vanishes for a charge dipole paired with any dipole of (3), since these commute, and only such pairs are meant below. For the remaining part stationarity moves one of the two derivatives onto $B$ with a minus sign, so

$$\sigma_{AB}=\frac{1}{Vk_BT}\int_0^\infty\langle\dot A(t)\dot B(0)\rangle\,dt,\qquad
\sigma_{AB}+\sigma_{BA}=\frac{1}{Vk_BT}\int_{-\infty}^{\infty}\langle\dot A(t)\dot B(0)\rangle\,dt .\tag{20}$$

For a spin and a charge dipole the left side of the second relation is $S^k_{ij}+I^k_{ji}=0$. Opposite direct and inverse coefficients and the absence of zero-frequency cross noise are then the same statement. The argument rests on the equilibrium weight and on time-reversal symmetry; it makes no claim about the noise of a biased or magnetized conductor. The numerical values are collected in the output below.

## Computed values

```
CLUSTER (hbar = q = spacing = hopping = 1)
temperature 0.3, chemical potential 0.2
t=1: spin current after E kick -0.040921, charge current after F kick +0.040921
t=2: spin current after E kick +0.669069, charge current after F kick -0.669069
t=4: spin current after E kick -0.335604, charge current after F kick +0.335604
t=2: charge x from y +0.048816, y from x +0.048816
complex frequency: 0.5+0.2j
direct response at this frequency: 0.018657-0.009659j
inverse response at this frequency: -0.018657+0.009659j
largest |direct+inverse| / largest |direct|: 9.9e-11
same ratio, conventional spin current: 0.7231
same ratio, field 0.4 not reversed: 1.0657
same ratio, field reversed: 9.7e-11
spin-charge noise at t=+1: -0.124270
spin-charge noise at t=-1: +0.124270
SYMMETRY
invariant tensors, full cubic: 1, lower cubic: 2
BOLTZMANN (unit: conductivity for isotropic scattering)
random rates: direct -0.047976, inverse +0.047976
skew model: a = 0.4, b = -0.16
charge conductivity: 1.237624
spin Hall conductivity, j_x^z from E_y: +0.123762
inverse coefficient, j_y from F_x^z: -0.123762
spin Hall angle theta: 0.100000
FILM
sigma = 4.0e+06 S/m, E = 1.0e+05 V/m
thickness = 4.0 nm, diffusion length = 2.0 nm
charge current density sigma E: 4.000e+11 A/m^2
bulk spin current j_x^z from E_y: +4.000e+10 A/m^2
same as angular-momentum current, q=-e: -1.316e-05 J/m^2
bulk charge current j_y from F_x^z = 1.0e+05 V/m: -4.000e+10 A/m^2
spin potential mu_s at face x=+d/2: 15.232 microvolt
mean spin force in film: -7615.9 V/m
relative conductivity change, numerical: +0.76159 percent
relative conductivity change, formula: +0.76159 percent
change with opposite reciprocity sign: -0.76159 percent
excess power density: 3.0464e+14 W/m^3
spin-force heating: 2.3631e+14 W/m^3
spin-relaxation heating: 6.8324e+13 W/m^3
```
